Floating correlated Gaussians for H2: convergence as the basis is doubled

**Problem**

Two protons are clamped on the z axis at ±R/2, with R = 1.4 bohr. With κ = e²/(4πε₀), the Hamiltonian is

H = −(ħ²/2m)(∇₁² + ∇₂²) − κ Σ_i Σ_a 1/r_ia + κ/r₁₂ + κ/R.

Approximate the ground state by K optimised Gaussians with movable centres. Double K repeatedly and compare the energy with the reference −1.1744757 hartree.

Formulas below keep their constants. Numbers are in bohr (a₀) and hartree (E_h), for which ħ²/m = E_h a₀² and κ = E_h a₀.

**A tempting solution**

Use products of one-electron Gaussians with centres s₁, s₂ on the axis:

φ = exp[−a₁₁|r₁−s₁|² − a₂₂|r₂−s₂|²].

Symmetrise them and optimise every exponent and centre. The repulsion is in H and the method is variational, so further doubling should remove whatever error remains.

Eight such functions, optimised locally, gave −1.1597887 hartree, which is 14.7 millihartree above the reference.

**The fault**

Doubling this basis cannot close the gap. Each function depends on z₁, z₂ and the distances ρ₁, ρ₂ from the axis, but not on the azimuths. Symmetrisation and linear combination preserve this.

Suppose the energies nevertheless approached the ground energy E₀. Write a normalised trial function as cos θ Ψ₀ + sin θ Ψ⊥, with Ψ⊥ orthogonal to the ground state Ψ₀. Since E₀ is isolated and non-degenerate, with next level E₁,

E − E₀ ≥ sin²θ (E₁ − E₀).

So θ → 0, the trial functions converge to Ψ₀, and Ψ₀ is itself independent of the azimuths. But then every term of (H − E₀)Ψ₀ = 0 except κΨ₀/r₁₂ is independent of them, so that term must be too. Yet

r₁₂² = (z₁−z₂)² + ρ₁² + ρ₂² − 2ρ₁ρ₂ cos(φ₁−φ₂)

varies with φ₁ − φ₂. This forces Ψ₀ = 0, a contradiction. The limit of the product basis therefore lies above E₀.

**The corrected functions**

Add a coupling between the electrons. With x = (r₁, r₂), s = (s₁, s₂) and a positive definite 2×2 matrix A,

φ = exp[−(x−s)ᵀA(x−s)].

Matrices act on the electron labels, and products of position vectors are scalar products. The new exponent −2a₁₂(r₁−s₁)·(r₂−s₂) contains ρ₁ρ₂ cos(φ₁−φ₂). A positive a₁₂ favours opposite displacements. This removes the obstruction, but does not by itself prove convergence; the evidence for that here is numerical.

The spatial ground state is symmetric under electron exchange (a spin singlet) and under z → −z. These operations and their product form, with the identity, a group of four. Let P be the sum of its elements. Then P† = P, P² = 4P and PH = HP, so

⟨Pφ_k|H|Pφ_l⟩ = 4⟨φ_k|H|Pφ_l⟩.

The factor 4 also multiplies the overlap and cancels from the energy. It suffices to sum over four images of the ket: exchange swaps a₁₁ with a₂₂ and s₁ with s₂; reflection reverses both centres.

**Overlap**

Let the bra have (A, s) and the ket (B, t). Define

C = A + B, G = C⁻¹, q = s − t, p = G(As + Bt).

Then p − s = −GBq and p − t = GAq. Also BGA = BG(C−B) = B − BGB, and AGB = (C−B)GB gives the same matrix. Call it D; it is symmetric.

Completing the square in the summed exponents gives (x−p)ᵀC(x−p) plus the value at x = p:

(p−s)ᵀA(p−s) + (p−t)ᵀB(p−t)
= qᵀ(BGA)GBq + qᵀ(AGB)GAq
= qᵀDG(A+B)q = qᵀDq.

Each Cartesian direction contributes an integral π/√det C, hence

S = π³ (det C)^(−3/2) exp(−qᵀDq).

**Kinetic energy**

Integrate by parts; the boundary terms vanish. With ∇φ_A = −2A(x−s)φ_A,

⟨A|T|B⟩ = (ħ²/2m) · 4 ∫ φ_A φ_B (x−s)ᵀAB(x−t).

Set x = p + y. Under the normalised product Gaussian, ⟨y⟩ = 0 and ⟨y_i·y_j⟩ = 3G_ij/2, from three directions with covariance G/2. The average of the bilinear form is

(3/2) tr(ABG) − qᵀBG AB GAq = (3/2) tr D − |Dq|².

Therefore

⟨A|T|B⟩ = (ħ²/m) S [3 tr D − 2|Dq|²].

**Coulomb terms**

Every distance needed is |w·x − P|. Attraction uses w = (1,0) or (0,1) with P = ±R/2, and repulsion uses w = (1,−1) with P = 0. Under the product Gaussian this vector has mean u = w·p − P along the axis and density

ρ(W) = (πv)^(−3/2) exp(−|W−u|²/v), v = wᵀGw.

Its mean inverse length f is the potential at distance |u| from a unit Gaussian charge, so Poisson's equation gives, for u > 0,

d²(uf)/du² = −4πu (πv)^(−3/2) exp(−u²/v).

The function uf = erf(u/√v) satisfies this: its first derivative is 2exp(−u²/v)/√(πv), and its second is the right side. It gives a finite f at u = 0 and f → 1/u far away, which fixes the solution:

f = erf(u/√v)/u, with f = 2/√(πv) at u = 0.

This form is even in u, so it holds for both signs. Multiply by −κS for each attraction and by +κS for the repulsion.

**One pair in numbers**

Take a₁₁, a₂₂, a₁₂ = 0.9, 0.6, −0.2 with s = (0.6, −0.5), and b₁₁, b₂₂, b₁₂ = 0.5, 0.8, 0.15 with t = (−0.3, 0.7). Then

det C = 1.4 × 1.4 − 0.05² = 1.9575, q = (0.9, −1.2).

With D₁₁, D₁₂, D₂₂ = 0.301277, −0.000255, 0.320051, one finds qᵀDq = 0.70546 and

S = 31.0063 × 1.9575^(−3/2) × exp(−0.70546) = 5.5914 bohr⁶.

Since |Dq|² = 0.22137, the kinetic element is

5.5914 × (3 × 0.621328 − 2 × 0.22137) = 7.947 hartree bohr⁶.

For the repulsion, u = 0.427969 − 0.083142 = 0.344827 and v = 1.379310. Thus f = 0.93387, and the element is 5.222 hartree bohr⁶. Direct quadrature confirms these values.

**Optimisation**

For fixed Gaussians, minimising cᵀHc/cᵀSc gives Hc = ESc, where H and S now denote the projected matrices. Normalise cᵀSc = 1. When a parameter changes, the change in c does not contribute at first order, because (H−ES)c = 0. Parameters of function k enter row k and column k equally, so

δE = 2c_k Σ_l c_l (δH_kl − E δS_kl),

with only the bra varied. For one image let S be the overlap and εS the energy element, including κ/R. Its contribution to the bracket is

S[(ε−E) δln S + δε].

To evaluate this, use δG = −G δA G, and

δD = B δG A + BG δA = BG δA(1−GA) = BG δA GB.

Let z = GBq. Then

δln S = −(3/2) tr(G δA) − zᵀδA z − 2(Dq)ᵀδs.

The bracket 3 tr D − 2|Dq|² in the kinetic element changes by

3 tr δD − 4(Dq)ᵀ(δD q + D δs).

For a Coulomb term, p = s − GBq gives δp = δs + G δA z − GB δs = G(A δs + δA z), so

δu = (Gw)ᵀ(A δs + δA z), δv = −(Gw)ᵀδA(Gw),

δf = [2exp(−u²/v)/(u√(πv)) − erf(u/√v)/u²] δu − [exp(−u²/v)/(√π v^(3/2))] δv.

At u = 0 the coefficient of δu is zero, since f is even.

Writing A = LLᵀ, with L₁₁ = e^α, L₂₁ = β, L₂₂ = e^γ and L₁₂ = 0, keeps A positive definite. The chain rule uses

a₁₁ = e^(2α), a₁₂ = βe^α, a₂₂ = β² + e^(2γ).

To double the basis, keep the K optimised functions and add K more, one at a time. Each is chosen from 300 random candidates by the lower root of the 2×2 problem formed with the current ground state. Then optimise all 5 × 2K parameters together by the BFGS quasi-Newton method. The larger linear space contains the smaller, so the energy cannot rise.

**Result**

K: energy in hartree; gap to the reference in microhartree

1: −1.0801502; 94325.5
2: −1.1434942; 30981.5
4: −1.1605866; 13889.1
8: −1.1723779; 2097.8
16: −1.1741751; 300.6
32: −1.1744360; 39.7

The final energy is −5.120241 × 10⁻¹⁸ J. Four coupled functions already lie below the eight uncoupled ones. At K = 8, setting a₁₂ = 0 and optimising again costs 12.6 millihartree; this uncoupled search was limited to 400 steps and its convergence was not checked, so both comparisons refer to that one search. That is a cost at this basis size, not the limiting error of the product basis. Four hundred random product functions reach −1.16140 hartree, 13.1 millihartree above the reference (200 of them give 13.2). This is below the K = 4 energy listed above, so K = 8 is the first entry in the list that lies below it.

Successive doublings reduce the gap by factors 3.04, 2.23, 6.62, 6.98 and 7.57. These do not establish a convergence law, and they depend on which local minimum each search reaches. At K = 4, other starting points lead to a lower minimum, −1.1637296 hartree; with the K = 2 and K = 8 values unchanged, it would turn 2.23 and 6.62 into 2.88 and 5.12. The searches are local, and those at K = 16 and 32 stopped at their limit of 800 steps, with largest slopes 8.6 × 10⁻⁵ and 8.7 × 10⁻⁶ hartree per unit parameter. Their energies remain upper bounds, but are not the lowest attainable at those sizes. Rounding does not explain the last gap: evaluating the K = 32 energy with 30 digits changes it by about 3 × 10⁻¹⁴ hartree.

From K = 1 to 32 the energy components change by

kinetic: 1.174996 − 1.105306 = +0.069690 hartree
attraction: −3.651098 + 3.502481 = −0.148617 hartree
repulsion: 0.587381 − 0.602739 = −0.015358 hartree.

The sum is −0.094285 hartree. The K = 32 components belong to this basis and are not converged to the digits shown: a different basis of 528 coupled functions with a similar gap (47 microhartree) gives 1.17491, −3.65099 and 0.58737 hartree, shifts of about 10⁻⁴ hartree in the kinetic energy and attraction and 10⁻⁵ in the repulsion. Most of the lowering comes from stronger attraction to the protons, partly paid for in kinetic energy.

A finite sum of these Gaussians cannot be an exact eigenfunction unless it vanishes wherever the electrons meet. It is smooth, so its kinetic term stays finite as r₁₂ → 0, while κΨ/r₁₂ diverges wherever Ψ ≠ 0 there.

**A check on the optimum**

Replacing A by η²A and s by s/η is an allowed variation. It multiplies ⟨T⟩ by η², and turns the potential energy V(R), proton repulsion included, into ηV(ηR). Setting the derivative at η = 1 to zero gives

2⟨T⟩ + V + R ∂E/∂R = 0,

where ∂E/∂R is taken at fixed Gaussians. For K = 4, whose search converged, the numbers are 2⟨T⟩ + V = 0.001833 and R ∂E/∂R = −0.001834 hartree. Their sum is −5.9 × 10⁻⁷ hartree. Here ∂E/∂R is a central difference with step h = 10⁻³ bohr, which for the proton repulsion alone shifts R ∂E/∂R by −κh²/R³ ≈ −3.6 × 10⁻⁷ hartree, so a residual of this order is expected. The negative derivative means that the K = 4 energy falls at first as R increases from 1.4 bohr. The slope is small: at R = 1.42 bohr the reoptimised energy is already 4.7 × 10⁻⁵ hartree above its value at 1.4 bohr.

The numerical check covers the integrals, slopes, symmetry projection and energy sequence.

Computed values

```
R = 1.4 bohr; reference energy = -1.1744757 hartree
hbar^2/(m a0^2) = 4.35974472e-18 J
pair, order a11 a22 a12 (bohr^-2) s1 s2 (bohr):
  bra 0.9 0.6 -0.2 0.6 -0.5   ket 0.5 0.8 0.15 -0.3 0.7
  det(A+B) = 1.957500 bohr^-4
  D11, D12, D22 = 0.301277, -0.000255, 0.320051 bohr^-2
  d^T D d = 0.705460 (no unit)
  product centres p1, p2 = 0.427969, 0.083142 bohr
  v for r12 = 1.379310 bohr^2
  overlap: formula 5.5913886, quadrature 5.5913886 bohr^6
  kinetic: formula 7.9467531, quadrature 7.9467522 hartree bohr^6
  attraction: formula -23.9792540, quadrature -23.9792540 hartree bohr^6
  repulsion: formula 5.2216369, quadrature 5.2216369 hartree bohr^6
slope formula against finite differences, K=4: 1.4e-09 hartree
K | energy before, after optimisation (hartree) | gap (microhartree)
   1 | -0.9677877, -1.0801502 | 94325.5
   2 | -1.1236271, -1.1434942 | 30981.5
   4 | -1.1484371, -1.1605866 | 13889.1
   8 | -1.1645267, -1.1723779 | 2097.8
  16 | -1.1728012, -1.1741751 | 300.6
  32 | -1.1742326, -1.1744360 | 39.7
K | steps | largest slope (hartree) | smallest overlap eigenvalue
   1 | 25 | 5.5e-08 | 1.0e+00
   2 | 38 | 2.6e-08 | 3.3e-01
   4 | 131 | 8.7e-08 | 2.2e-01
   8 | 342 | 5.7e-08 | 8.6e-02
  16 | 800 | 8.6e-05 | 3.4e-03
  32 | 800 | 8.7e-06 | 3.1e-03
gap reduction K=1 to 2: factor 3.04
gap reduction K=2 to 4: factor 2.23
gap reduction K=4 to 8: factor 6.62
gap reduction K=8 to 16: factor 6.98
gap reduction K=16 to 32: factor 7.57
K=1 function: a11, a22, a12 = 0.76028, 0.18426, 0.03563 bohr^-2
K=1 centres: s1, s2 = 0.66110, -0.26749 bohr
K=1: kinetic 1.105306, attraction -3.502481, repulsion 0.602739 hartree
K=32: kinetic 1.174996, attraction -3.651098, repulsion 0.587381 hartree
proton repulsion = 0.714286 hartree
K=4 energy from all 16 separate images = -1.1605866 hartree
K=4: 2T+V = 0.001833, R dE/dR = -0.001834 hartree
K=4: virial sum = -5.9e-07 hartree
K=8 with a12 = 0, optimised again: -1.1597887 hartree
cost of a12 = 0 at K=8: 12.589 millihartree
K=32 energy with 30 digits = -1.174435971 hartree
K=32 rounding difference = 2.8e-14 hartree
K=32 energy = -5.1202410e-18 J
```
